\section*{Why diffuse Gaussians make an insulator's density matrix long-ranged}

\section*{The overlap and its inverse}

\textbf{Q.} My exchange calculation on an insulator slowed down badly when I added diffuse functions. The gap hardly moved. I thought the gap fixed the range of the density matrix. What went wrong?

\textbf{A.} Two objects share that name. One is the real-space kernel $\rho(x,x')$. The other is the coefficient matrix $P$ your program stores:
\begin{equation}
\rho(x,x')=\sum_{mn}\chi_m(x)P_{mn}\chi_n(x').
\label{rho}
\end{equation}
I count one spin. Multiply by $\chi_i(x)\chi_j(x')$ and integrate. With $S_{mn}=\langle\chi_m|\chi_n\rangle$ and $X_{ij}=\langle\chi_i|\rho|\chi_j\rangle$ this gives $X=SPS$, so
\begin{equation}
P=S^{-1}XS^{-1}.
\label{pxs}
\end{equation}
The inverse overlap stands between the kernel and what you store. Exchange sums have the form $\sum_{\lambda\sigma}P_{\lambda\sigma}(\mu\lambda|\sigma\nu)$, so a long-ranged $P$ leaves more terms to keep. Diffuse functions also overlap more neighbours, which adds integrals whatever $P$ does. Here I follow the part due to $P$.

\textbf{Q.} But Gaussians overlap only with near neighbours. Why should $S^{-1}$ reach further than $S$?

\textbf{A.} Take an infinite chain with spacing $a$ and one normalized function per site, $\chi_n(x)=(2\alpha/\pi)^{1/4}e^{-\alpha(x-na)^2}$. For separation $d$, $x^2+(x-d)^2=2(x-d/2)^2+d^2/2$. The remaining Gaussian integral $\sqrt{\pi/2\alpha}$ cancels the normalization. With $A=\alpha a^2$,
\begin{equation}
S_n=e^{-An^2/2}=q^{n^2},\qquad q=e^{-A/2}.
\end{equation}
From here $a=1$. For tight functions $q$ is small, and $S\approx1+qN$, where $N$ connects nearest neighbours. Then $S^{-1}\approx1-qN+q^2N^2-\dots$, and reaching site $n$ takes $n$ steps, with leading weight $(-q)^n$. The direct overlap is $q^{n^2}$. Correcting each neighbour's overlap creates one with the next neighbour, which must be corrected in turn.

\textbf{Q.} Diffuse functions are not in that limit. Can you do it without assuming small $q$?

\textbf{A.} Yes. A translation-invariant matrix is inverted through its Fourier sum. Put $z=e^{ik}$ and
\begin{equation}
s(k)=f(z)=\sum_n q^{n^2}z^n .
\end{equation}
At $z=-q$ the terms are $(-1)^nq^{n(n+1)}$. Terms $n$ and $-n-1$ have equal size and opposite sign, so $f(-q)=0$. Also, since $n^2+2n=(n+1)^2-1$,
\begin{equation}
f(q^2z)=\sum_nq^{(n+1)^2-1}z^n=\frac{f(z)}{qz}.
\label{quasi}
\end{equation}
This carries the zero to $z_j=-q^{2j+1}$. There are no others: by (\ref{quasi}) the winding number of $f$ on a circle of radius $q^2r$ is one less than on radius $r$, so each such ring holds one simple zero.

We need the slope there. Pairing the same terms,
\begin{align}
f'(-q)&=-\frac1q\sum_n n(-1)^nq^{n(n+1)}=-\frac Kq,\\
K&=\sum_{n\ge0}(-1)^n(2n+1)q^{n(n+1)} .
\end{align}
$K$ is nonzero because the zero is simple, and it tends to 1 as $q\to0$, so it is positive. Differentiating (\ref{quasi}) at a zero gives $q^2f'(q^2z_j)=f'(z_j)/(qz_j)$, hence $f'(z_{j+1})=-q^{-(2j+4)}f'(z_j)$. Repeating this $j$ times, with $\sum_{i=0}^{j-1}(2i+4)=j^2+3j$,
\begin{equation}
\frac1{f'(z_j)}=-\frac qK(-1)^jq^{j^2+3j}.
\end{equation}
For $n\ge0$ the inverse is a contour integral on the unit circle:
\begin{equation}
(S^{-1})_n=\oint\frac{dz}{2\pi i}\frac{z^{n-1}}{f(z)}
=\sum_{j\ge0}\frac{z_j^{\,n-1}}{f'(z_j)} .
\end{equation}
The leftover circle of radius $q^{2J}$ contributes nothing as $J\to\infty$, because (\ref{quasi}) makes $|f|$ grow there as $q^{-J^2}$. Inserting $z_j$,
\begin{equation}
(S^{-1})_n=\frac{(-1)^n}{K}\sum_{j\ge0}(-1)^jq^{j(j+1)+(2j+1)|n|}.
\label{inv}
\end{equation}
At large distance the $j=0$ term remains, $|(S^{-1})_n|\simeq q^{|n|}/K$. The decay rate is $A/2$ per site, or $\alpha a/2$ per unit length. It goes to zero as the functions become diffuse.

\textbf{Q.} How different are the two ranges in numbers?

\textbf{A.} Take $A=0.5$, so $q=0.7788$. At 20 sites $S$ is $e^{-100}=4\times10^{-44}$. For the inverse, the numerator at $n=20$ is $q^{20}=6.7\times10^{-3}$. At $n=0$ the sum is $1-0.607+0.223-0.050+0.007-\dots=0.573$. The ratio is $1.2\times10^{-2}$.

\textbf{Q.} Is there a picture for this that does not use complex zeros?

\textbf{A.} Poisson summation turns the lattice sum into plane-wave weights:
\begin{equation}
s(k)=\sqrt{\frac{2\pi}{A}}\sum_je^{-(k+2\pi j)^2/2A}.
\label{poisson}
\end{equation}
At $k=\pi$ neighbouring Gaussians alternate in sign and nearly cancel. Two waves, $\pm\pi$, contribute equally, so $s(\pi)\simeq2\sqrt{2\pi/A}\,e^{-\pi^2/2A}$. For $A=0.5$ this is $7.09\times5.17\times10^{-5}=3.7\times10^{-4}$. Near the edge put $k=\pi+\delta$. The two exponents are $-(\pi^2+\delta^2\pm2\pi\delta)/2A$, and
\begin{equation}
\frac1{s(k)}\simeq\frac{e^{\delta^2/2A}}{s(\pi)\cosh(\pi\delta/A)}.
\label{peak}
\end{equation}
This is a tall peak whose width is roughly proportional to $A$. Dropping the slowly varying $e^{\delta^2/2A}$, its Fourier transform is $(-1)^n(A/2\pi)\,\mathrm{sech}(An/2)/s(\pi)$, with the same rate $A/2$. A narrow feature in $k$ is a long tail in space.

\section*{From the inverse overlap to the density matrix}

\textbf{Q.} So for an insulator $P$ is just as long-ranged as $S^{-1}$?

\textbf{A.} That follows at once in one case. Let the columns of $C$ be all the orbitals the basis supports, with $C^\dagger SC=1$. $C$ is square, so $CC^\dagger=S^{-1}$. If every orbital is occupied, $P=S^{-1}$. If some are empty, then
\begin{equation}
P_{\rm occ}+P_{\rm virt}=S^{-1}.
\end{equation}
At least one part must be long-ranged. This does not say which, and the factors in (\ref{pxs}) could cancel. We need a Hamiltonian with a gap.

\textbf{Q.} Then give me one on the same chain.

\textbf{A.} Take independent electrons in the potential $-v\cos\pi x$, with energies in $\hbar^2/(ma^2)$. Its period is two sites, so the chain has two bands, and I fill the lower one. The Bloch sum at $k$ contains the waves $p_j=k+2\pi j$ with amplitudes proportional to $g(p)=e^{-p^2/4A}$. The potential shifts $p$ by $\pm\pi$ with strength $-v/2$, so it couples $k$ (label 1) to $k+\pi$ (label 2):
\begin{align}
s_1&=\sqrt{\tfrac{2\pi}A}\sum_jg(p_j)^2,\qquad
t_1=\sqrt{\tfrac{2\pi}A}\sum_j\tfrac{p_j^2}2g(p_j)^2,\\
u&=-\tfrac v2\sqrt{\tfrac{2\pi}A}\sum_jg(p_j)\,[g(p_j+\pi)+g(p_j-\pi)],
\end{align}
with $s_2,t_2$ the same sums at $k+\pi$. A band energy $E$ obeys $(t_1-Es_1)(t_2-Es_2)=u^2$. The lower root is
\begin{align}
E&=\frac{t_1s_2+t_2s_1-\sqrt D}{2s_1s_2},\\
D&=(t_1s_2-t_2s_1)^2+4s_1s_2u^2 .
\label{disc}
\end{align}
The second row of the eigenvalue equation gives $(c_1,c_2)\propto(t_2-Es_2,\,-u)$. The squared norm of this vector is $s_1(t_2-Es_2)^2+s_2u^2$. Replace $u^2$ by the band equation to get
\[
(t_2-Es_2)(t_1s_2+t_2s_1-2Es_1s_2)=(t_2-Es_2)\sqrt D .
\]
Dividing by it,
\begin{equation}
P_{11}=c_1^2=\frac{t_2-Es_2}{\sqrt D},\qquad P_{12}=c_1c_2=-\frac u{\sqrt D}.
\label{pk}
\end{equation}
An orbital has site coefficients proportional to $c_1e^{ikm}+c_2e^{i(k+\pi)m}$. In the row of site 0, a potential minimum, the second part equals the first with $k\to k+\pi$, so the half zone becomes a full one:
\begin{equation}
P_{0R}=\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{ikR}\,(P_{11}+P_{12}).
\end{equation}

\textbf{Q.} Where does the overlap enter now?

\textbf{A.} In an orthonormal Bloch basis the occupation of $k$ is $n(k)=s_1P_{11}$, between 0 and 1. Therefore
\begin{equation}
P_{11}(k)=n(k)/s(k).
\label{ns}
\end{equation}
In this insulator the potential mixes some $k=\pi$ into the occupied states at $k=0$. For $v=2$, $A=0.5$ the formulas give $n(\pi)=0.066$. That is small, but $1/s(\pi)=2727$, and the product is about 180. Evaluated on 1600 $k$ points, the zone region within $0.2\pi$ of the edge supplies 81\% of $P_{00}=19.3$, though it is a fifth of the zone.

\textbf{Q.} So if the occupied states had no weight there, diffuse functions would be harmless?

\textbf{A.} Harmless to $P$, though the extra integrals remain. The clearest case is when the occupied orbitals lie wholly in the span of the tight functions. Linear independence then makes every diffuse coefficient zero, and $P$ is what it was before. On the chain, (\ref{ns}) says the same: a tall peak in $P_{11}$ needs both a nearly dependent combination and some occupation of it.

\section*{What sets the final decay}

\textbf{Q.} Does the pole of $1/s$ then survive in $P$, with decay rate $A/2$?

\textbf{A.} Not as a pole, once there are empty states. Continue to $k=\pi+iy$ and write $\varphi=\pi y/A$, $c=\cos\varphi$. For small $A$ keep the waves $\pm\pi+iy$ in sector 1 and $iy$ in sector 2. Their weights are
\[
W=\sqrt{\tfrac{2\pi}A}\,e^{-(\pi^2-y^2)/2A},\qquad W_2=\sqrt{\tfrac{2\pi}A}\,e^{y^2/2A}.
\]
The two waves of sector 1 carry phases $e^{\mp i\varphi}$, so
\begin{align}
s_1&=2Wc,\qquad s_2=W_2,\qquad t_2=-\tfrac12y^2W_2,\\
t_1&=W[(\pi^2-y^2)c+2\pi y\sin\varphi],\\
u^2&=\tfrac{v^2}4WW_2\,[2\cos(\varphi/2)]^2=\tfrac{v^2}2WW_2(1+c).
\end{align}
In $t_1s_2-t_2s_1$ the $y^2c$ terms cancel, leaving
\begin{equation}
\frac D{W^2W_2^2}=(\pi^2c+2\pi y\sin\varphi)^2+4v^2c(1+c).
\label{dline}
\end{equation}
The overlap vanishes at $\varphi=\pi/2$, which is $y=A/2$. There $D=(t_1s_2)^2$ is positive. Multiplying numerator and denominator of $E$ by $t_1s_2+t_2s_1+\sqrt D$ gives
\begin{equation}
E=\frac{2(t_1t_2-u^2)}{t_1s_2+t_2s_1+\sqrt D},
\end{equation}
which stays finite at $s_1=0$. So do $P_{11}$ and $P_{12}$: the pole has cancelled. The other root, the empty band, goes to infinity and carries the pole.

\textbf{Q.} Then why is $P$ still long-ranged?

\textbf{A.} Because of what follows just beyond. For $y>A/2$, $c$ is negative. The square in (\ref{dline}) vanishes where $\tan\varphi=-\pi/2y$, and there $D<0$. So $D$ has passed through zero in between. The two energies meet, and (\ref{pk}) diverges as $D^{-1/2}$. Put $\varphi=\pi/2+\eta$ with small $\eta$, so $c\simeq-\eta$ and $2\pi y\simeq\pi A$:
\begin{equation}
(\pi A-\pi^2\eta)^2=4v^2\eta,\qquad y_b=\frac A2\Bigl(1+\frac{2\eta}\pi\Bigr).
\label{eta}
\end{equation}
For $A=0.25$, $v=2$ this reads $97.4\eta^2-31.5\eta+0.617=0$. The smaller root is $\eta=0.021$, and $y_b=0.1267$. Finding the zero of the full $D$ numerically also gives 0.1267. As $A\to0$, $\eta\to\pi^2A^2/4v^2$, so $y_b$ approaches $A/2$.

Near the branch point $P\propto x^{-1/2}$, where $x$ is the distance from it along the cut. Since $\int_0^\infty e^{-xR}x^{-1/2}dx=\sqrt{\pi/R}$, the tail is $R^{-1/2}e^{-y_bR}$ once $R$ is well beyond $1/(y_b-A/2)$, the inverse distance from the branch point to the overlap zero. For $A=0.5$ that distance is about 0.01, so the factor $R^{-1/2}$ develops only over hundreds of sites.

\textbf{Q.} Where has the gap gone?

\textbf{A.} It gives a competing branch point. Near $k=\pi/2$ the main waves are $k$ and $k-\pi$, with kinetic energies differing by $\pi(k-\pi/2)$. The potential couples them by $-v/2$, so the splitting is $\sqrt{\pi^2(k-\pi/2)^2+v^2}$. At $k=\pi/2$ it is the gap $v$. At $k=\pi/2+iy$ it vanishes for
\begin{equation}
y_g=v/\pi=0.637\quad(v=2).
\end{equation}
The singularity nearer the real axis wins at large distance. Roughly, overlap takes over from gap when $A/2<v/\pi$, here $A<1.3$. This estimate uses the small-$A$ forms; the zeros of the full $D$ change order near $A=1.1$.

\textbf{Q.} Do the matrix elements follow this?

\textbf{A.} I took the Fourier coefficients in 100-digit arithmetic, because the tails are tiny, and removed the factor $R^{-1/2}$. For $A=2$ the slope at 120 sites is 0.647, and the numerical branch points are 0.647 from the gap and 1.357 from the overlap. For $A=0.5$ the slope at 600 sites is 0.260, against $y_b=0.260$ and $y_g=0.637$.

\section*{Reading the numbers}

\textbf{Q.} I never look 600 sites away. What do I see at a working threshold?

\textbf{A.} Define the range as the largest distance at which an element is at least $10^{-5}$ of the diagonal one. For $v=2$, with $P$ taken in the row of site 0:
\begin{center}
\begin{tabular}{ccccc}
$A$ & gap & $S$ & $S^{-1}$ & $P$\\ \hline
2 & 2.32 & 3 & 11 & 14\\
1 & 2.03 & 4 & 23 & 19\\
0.5 & 2.00 & 6 & 48 & 47\\
0.25 & 2.00 & 9 & 97 & 103
\end{tabular}
\end{center}
The last two rows have the same gap, yet the range of $P$ doubles when $A$ is halved. It need not lie below that of $S^{-1}$.

For $A=0.5$ the mean slope of $P$ from 10 to 30 sites is 0.244, slightly below even $A/2=0.25$. The occupation suggests the direction. To lowest order in $v$, with $\Delta$ the energy difference between $k$ and $k+\pi$,
\begin{equation}
n(k)\simeq\frac{u^2}{s_1s_2\Delta^2}\simeq\frac{v^2}{4\Delta^2}\bigl[1+\mathrm{sech}(\pi\delta/A)\bigr].
\end{equation}
The bracket comes from $(g_++g_-)^2/(g_+^2+g_-^2)$, where $g_\pm$ are the amplitudes of the two edge waves. It peaks where $1/s$ does and narrows the product (\ref{ns}). But $\Delta$ varies too. With $x=\pi\delta/A$ the edge waves have weights $e^{\mp x}$, so their mean kinetic energy is $(\pi^2+\delta^2)/2-\pi\delta\tanh x$. Subtracting $\delta^2/2$ gives $\Delta=\pi^2/2-\pi\delta\tanh x$, which falls away from the edge and widens the product. Near the edge $n\propto1-(\tfrac14-4A/\pi^2)x^2$, and at $A=0.5$ the coefficient is $0.25-0.20=0.05$. The two effects nearly cancel, leaving the top of the peak only slightly narrower than $1/s$. This is lowest order in $v$; the full two-band occupation gives 0.04, and the narrowing has nearly faded by $x=2$. It indicates a direction and does not derive the value 0.244. That value averages a slope that rises through $A/2$ towards $y_b$: 0.238 from 10 to 20 sites, 0.249 from 20 to 30, and 0.256 from 30 to 50.

\textbf{Q.} Is the electron density matrix itself still short-ranged?

\textbf{A.} The exact kernel is, but the basis leaves a mark on it. I diagonalized the same Hamiltonian in 19 plane waves per $k$. The kernel $\rho(0,x')$ sampled at even separations then has a range of 14 sites and a raw slope of 0.644 between 16 and 24 sites. Removing the factor $R^{-1/2}$ as before lowers this to 0.619, within 3\% of the two-wave estimate $v/\pi$. Relative to zero distance, in the row of site 0, the sizes at 20 sites for $A=0.5$ are:
\begin{center}
\begin{tabular}{lc}
$P$ & $1.2\times10^{-2}$\\
$S^{1/2}PS^{1/2}$ & $1.1\times10^{-5}$\\
kernel, Gaussian basis & $3.1\times10^{-4}$\\
kernel, plane waves & $3.2\times10^{-7}$
\end{tabular}
\end{center}
The Gaussian kernel has a slow tail of its own, since its Bloch sum switches from one edge wave to the other within a width of order $A$. It contains the same $D^{-1/2}$, so it ends with the same rate $y_b$ as $P$, at a smaller amplitude: its range is 32 sites at $A=0.5$ and 62 at $A=0.25$, against 14 with plane waves. In $P$ the factor $1/s$ magnifies that region.

\textbf{Q.} Then I should store the orthonormalized matrix in the second line?

\textbf{A.} It is sparser here, with a range of 20 sites against 47 in the row of site 0, though this grows to 44 at $A=0.25$. The range has also partly moved into the functions. The orthonormal orbitals are $\sum_m(S^{-1/2})_{mn}\chi_m$, and $s^{-1/2}$ is singular at the same complex $k$ as $1/s$. Their coefficients decay at the rate $A/2$ too.

\textbf{Q.} Your chain has only diffuse functions. I add them to tight ones. Doesn't that help?

\textbf{A.} It does not help the inverse. The chain isolates the mechanism and is not an accurate basis: the mean band energy is $-0.049$ at $A=0.5$, against $-0.143$ with plane waves. Put a tight Gaussian on each site as well. Inverting the two-by-two overlap at each $k$ gives, for the diffuse block,
\begin{equation}
(S^{-1})_{dd}=\frac{s_t}{s_ds_t-s_{td}^2}=\frac1{s_d-s_{td}^2/s_t}\ge\frac1{s_d}.
\end{equation}
The tight functions already describe part of each diffuse Bloch sum, and only the remainder is independent. At $k=\pi$ both sums are even about the atoms and share the wave $\cos\pi x$, so the remainder is smaller still. The inequality bounds the size; the decay rate follows on the line $k=\pi+iy$, where all three sums are real. The denominator $s_ds_t-s_{td}^2$ is positive at $y=0$ and equals $-s_{td}^2$ where $s_d$ vanishes, at $y=A/2$ of the diffuse function. It therefore has a zero at or below that height, and the block decays no faster than before. With a partner of $A=16$ beside $A=0.5$, the range of this block is 130 sites instead of 48. I have not computed $P$ for that basis. The sum rule still requires its occupied or its virtual part to be long-ranged.

\textbf{Q.} And in three dimensions?

\textbf{A.} For $s$ Gaussians on a simple cubic lattice, $e^{-A|\mathbf n|^2/2}$ is a product of three chain overlaps. The inverse is the product of three factors (\ref{inv}), decaying as $e^{-A(|n_1|+|n_2|+|n_3|)/2}$. At a fixed relative threshold and small $A$, the number of significant neighbours in $S^{-1}$ grows as $A^{-3}$, against $A^{-3/2}$ for $S$. How much of this reaches $P$ depends, as on the chain, on the occupation of the nearly dependent combinations.
